# Energy Release Rate of a Double-Cantilever Specimen with Slender Arms

## A crack opened by pure moments

Two equal elastic strips are bonded face to face, except over a length $a$ at one end. This unbonded length is the crack, and the strips beside it are the arms. Each arm has height $h$, so the whole specimen has height $2h$; the width is $b$. Let equal and opposite moments $M$, held constant, bend the free ends apart.

Each arm then carries the same moment at every section. Its curvature is $M/(EI)$, where $E$ is Young's modulus along the arm and

$$I=\int_{-h/2}^{h/2} b\,y^2\,dy=\frac{b}{3}\left[\frac{h^3}{8}+\frac{h^3}{8}\right]=\frac{bh^3}{12} \tag{1}$$

is the second moment of area about the arm's own mid-plane. The bending energy per unit length of one arm is $M^2/(2EI)$. Far ahead of the crack the two moments cancel, and the material is unstressed.

Let the crack advance by $da$. The stress field around the tip moves along unchanged. The net effect is that a length $da$ of unstressed material has become a length $da$ of two bent arms. The stored energy rises by

$$dU=2\,\frac{M^2}{2EI}\,da=\frac{M^2}{EI}\,da .$$

Each free end turns further by $M\,da/(EI)$, so the two moments do the work

$$dW=2M\,\frac{M\,da}{EI}=\frac{2M^2}{EI}\,da .$$

Half of this work is stored; the other half is available to create the crack. The energy release rate $G$ is the available energy per unit of new crack area $b\,da$, the area being counted once and not once for each face:

$$G=\frac{dW-dU}{b\,da}=\frac{M^2}{bEI}=\frac{12M^2}{Eb^2h^3}. \tag{2}$$

This argument needs no model of the tip region, because that region only translates.

In the double-cantilever test the ends are pulled apart by forces $P$, and the moment at the tip is $Pa$. Putting $M=Pa$ in (2) gives

$$G=\frac{12P^2a^2}{Eb^2h^3}. \tag{3}$$

The substitution is suggestive but not yet a proof: the moment now varies along the arm, and a shear force acts at the tip. The derivation below obtains (3) from the compliance, and then finds what the shear force and the imperfect clamping at the tip add.

## Compliance of the two arms

The assumptions are linear elasticity, small slopes, arms long compared with their height, and a uniaxial bending stress. The last means that the arm is free to contract or expand across its width. For the present each arm is treated as rigidly clamped at the crack tip.

Let $s$ be the distance from the tip towards the load, and $w(s)$ the deflection of one arm in the direction of its force. The force at $s=a$ has lever arm $a-s$, so

$$EI\,w''=P(a-s),\qquad w(0)=w'(0)=0. \tag{4}$$

Integrating twice, with both constants zero because of the clamp,

$$w'=\frac{P}{EI}\left(as-\frac{s^2}{2}\right),\qquad w=\frac{P}{EI}\left(\frac{as^2}{2}-\frac{s^3}{6}\right). \tag{5}$$

At the load, $w(a)=\frac{P}{EI}\left(\frac{a^3}{2}-\frac{a^3}{6}\right)=\frac{Pa^3}{3EI}$. The opening $\Delta$ between the load points is twice this. With (1),

$$\Delta=\frac{2Pa^3}{3EI}=\frac{2Pa^3}{3E}\,\frac{12}{bh^3}=\frac{8Pa^3}{Ebh^3}, \tag{6}$$

and the compliance of the specimen is

$$C(a)=\frac{\Delta}{P}=\frac{8a^3}{Ebh^3}. \tag{7}$$

The stored energy gives a check on the factor. The bending stress has magnitude $M|y|/I$, so the energy of both arms is

$$2\int_0^a\!\int\frac{1}{2E}\left(\frac{My}{I}\right)^2dA\,ds=\int_0^a\frac{P^2(a-s)^2}{EI}\,ds=\frac{P^2a^3}{3EI}, \tag{8}$$

where $\int y^2dA=I$ was used. By (6) this equals $P\Delta/2$, the work done by a force that grows in proportion to the opening.

## Energy balance with a real loading machine

A testing machine is itself elastic. Let its compliance be $C_m$, and let the total displacement $D$ imposed on machine and specimen together be fixed while the crack grows. Then $D=(C+C_m)P$, and the total stored energy is

$$U=\tfrac12 CP^2+\tfrac12 C_mP^2=\frac{D^2}{2(C+C_m)}. \tag{9}$$

No external work is done at fixed $D$, so all the energy released comes from $U$:

$$G=-\frac1b\frac{dU}{da}=\frac{D^2}{2b(C+C_m)^2}\frac{dC}{da}=\frac{P^2}{2b}\frac{dC}{da}. \tag{10}$$

The machine compliance has dropped out: at a given $P$ and $a$, a stiff and a soft machine give the same $G$.

A hanging weight leads to the same expression. Now $P$ is fixed, and the potential energy of the load must be included:

$$\Pi=\tfrac12CP^2-P\Delta=\tfrac12CP^2-CP^2=-\tfrac12CP^2, \tag{11}$$

so that $-\frac1b\,d\Pi/da=\frac{P^2}{2b}\,dC/da$ again. The stored energy rises here and falls at fixed displacement, yet the energy available to the crack is the same.

From (7), $dC/da=24a^2/(Ebh^3)$. Inserting this in (10),

$$G=\frac{P^2}{2b}\,\frac{24a^2}{Ebh^3}=\frac{12P^2a^2}{Eb^2h^3},$$

which is (3). Within the clamped-beam model the substitution $M=Pa$ in (2) was therefore correct.

If the arms have different heights $h_1$ and $h_2$ but the same modulus, each contributes half of (3) with its own height:

$$G=\frac{6P^2a^2}{Eb^2}\left(\frac1{h_1^3}+\frac1{h_2^3}\right). \tag{12}$$

For $h_2\gg h_1$ only the thin arm bends, and $G$ is half the value for two arms of height $h_1$. The crack is then no longer loaded symmetrically, so a toughness measured this way may belong to a different mixture of opening and shear.

## Does the crack run or stop?

The crack advances when $G$ reaches the fracture energy $G_c$ of the film or interface. What happens next depends on how $G$ changes with $a$. At fixed force $G\propto a^2$: growth raises $G$, and with constant $G_c$ the crack runs away.

At fixed opening, (6) gives $P=Ebh^3\Delta/(8a^3)$, and (3) becomes

$$G=\frac{12a^2}{Eb^2h^3}\,\frac{E^2b^2h^6\Delta^2}{64a^6}=\frac{3Eh^3\Delta^2}{16a^4}. \tag{13}$$

Growth now lowers $G$, and the crack stops. If the opening is increased slowly at constant $G_c$, (13) requires $a\propto\sqrt\Delta$, while (3) requires $Pa$ to stay constant.

For a machine of finite compliance, $P=D/(C+C_m)$ in (3). Taking the logarithmic derivative at fixed $D$, with $dC/da=3C/a$ from (7),

$$\frac1G\frac{dG}{da}=\frac2a-\frac{2}{C+C_m}\frac{dC}{da}=\frac2a\left(1-\frac{3C}{C+C_m}\right). \tag{14}$$

This is negative when $C_m<2C$. For constant $G_c$, that is the condition for stable growth. The machine does not alter $G$ at a given load, but it does decide whether the crack can be followed.

## Wide arms

If the arm is wide compared with the crack length, the bonded part ahead of the tip keeps it from curving across its width; the transverse strain is suppressed and a transverse stress appears. At small deflection a width that is large only compared with $h$ is not enough: a strip with $b=a/4$ stays close to the uniaxial case. For an isotropic material with Poisson ratio $\nu$, zero transverse strain means $\sigma_z-\nu\sigma_x=0$. The strain along the arm is then

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_z}{E}=\frac{1-\nu^2}{E}\,\sigma_x. \tag{15}$$

The arm is stiffer, and $E$ in (3) is replaced by $E/(1-\nu^2)$. At given force, $G$ is lower by the factor $1-\nu^2$. The same factor holds for the silicon arms considered below, because the directions along and across the arm are crystallographically equivalent; $\nu$ is then the ratio for the width direction.

## The arm is not rigidly clamped

The material ahead of the tip deforms, so the arm turns slightly at its root. The arm also shears. The form of the correction follows from linearity. When the load is far from the tip, the tip region feels it through two quantities, the moment $Pa$ and the shear force $P$. By symmetry the crack is in pure opening mode. Its stress intensity factor is therefore a linear combination of $Pa$ and $Ph$, and $G$ is proportional to its square. The coefficient of the moment is already fixed by (2), which did not assume a clamp. Hence

$$G=\frac{12P^2}{Eb^2h^3}\,(a+\chi h)^2, \tag{16}$$

where $\chi$ is a number that depends on the elastic constants relative to one another. The crack acts as if it were longer by $\chi h$. Relative to (3), the correction is about $2\chi h/a$, which gives "slender" a quantitative meaning.

A two-dimensional finite-element calculation, which makes no beam assumption, tests this form and supplies $\chi$. By (16), $\sqrt{G}$ divided by $\sqrt{12P^2/(Eb^2h)}$ should grow with $a/h$ with slope 1. The computed slope between $a/h=12$ and $24$ is 1.0000, both for an isotropic material and for silicon. For an isotropic material with $\nu=0.30$ in plane strain, the squared slope is 0.9100, in agreement with $1-\nu^2$.

For silicon arms in the orientation used below, the value at $a/h=24$ gives $\chi=0.642$, with an estimated mesh error of 0.014. The error is one-sided: the mesh is too stiff at the tip, and refining it there raises $\chi$ to about 0.655. Equation (16) then predicts that at $a/h=2$ the true $G$ exceeds (3) by the factor $(1+0.642/2)^2=1.745$; the direct calculation on the same mesh gives 1.746. The agreement supports the form of (16); the mesh error in $\chi$ leaves both factors too low by about 1 %. At $a/h=12$ the factor is 1.110, and at $a/h=24$ it is 1.054. Formula (3) thus fails badly for stubby arms, and always on the low side in these cases, while (16) still works at the shortest length computed.

## Example: a low-k film between silicon arms

A low-k film on silicon is bonded with epoxy to a second piece of silicon, and the sandwich is cut into a strip. Both arms come from (001) wafers, with their length along [110]. Rough typical stiffnesses $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa give $E=169.7$ GPa along the arm. The dimensions are $h=0.775$ mm, $b=5.0$ mm and $a=20.0$ mm, so $a/h=25.8$. The crack is taken to advance at $P=1.20$ N.

From (1), $I=5.0\times0.775^3/12=0.194\ \mathrm{mm^4}$, and $EI=0.0329\ \mathrm{N\,m^2}$. Equation (6) gives

$$\Delta=\frac{2\times1.20\times(0.020)^3}{3\times0.0329}\ \mathrm{m}\approx194\ \mathrm{\mu m}.$$

The compliance in the beam model is $162\ \mathrm{\mu m/N}$, so by (14) growth at constant $G_c$ is stable if the machine compliance is below about $324\ \mathrm{\mu m/N}$. The energy release rate is

$$G=\frac{12\times(1.20)^2\times(0.020)^2}{(169.7\times10^9)(0.0050)^2(0.775\times10^{-3})^3}\ \mathrm{\frac{J}{m^2}}=3.50\ \mathrm{\frac{J}{m^2}},$$

or about 22 eV/nm². Differencing the potential energy at dead load, with the deflection and the strain energy integrated numerically, also gives 3.50 J/m².

In the beam model, if the opening is slowly doubled to 389 µm at constant $G_c$, the crack grows to $20.0\sqrt2=28.3$ mm and the force falls to $1.20/\sqrt2=0.85$ N. A falling force during such a test therefore does not by itself indicate a weaker film.

### What the beam formula leaves out

The root correction is the largest of the mechanical corrections computed here. It adds $\chi h=0.642\times0.775=0.50$ mm to the crack length and raises $G$ at the given force by 5.0 % (5.1 % with $\chi=0.655$), to 3.68 J/m². By (10) and (16) the compliance then grows nearly as $(a+\chi h)^3$, so the opening at this force and the stability limit for the machine compliance are each about 8 % above the beam values given earlier. An error of half a millimetre in locating the tip would matter equally. The correction can also be found by experiment: by (10) and (16), a plot of $\sqrt{dC/da}$ against $a$ is a straight line that reaches zero at $a=-\chi h$.

Plane strain in place of plane stress lowers the corrected value by 0.47 %. Of this, $\nu^2=0.0606^2$ accounts for 0.37 %, and the rest comes from a slightly smaller $\chi$. The constraint on transverse strain is thus a minor matter for this silicon orientation, whereas an isotropic arm with $\nu=0.30$ would show a 9 % difference.

The film and epoxy also stretch elastically ahead of the tip. With rough values of 0.5 µm and 5 GPa for the film, and 2 µm and 3 GPa for the epoxy, they were represented by normal springs. On the same mesh this raises $\chi$ to 0.696 and $G$ by a further 0.4 %. The springs use Young's modulus, whereas a thin layer confined between stiff arms cannot contract sideways and is stiffer, so the figure overstates the effect; about 0.3 % is a fairer value. The layers are soft but very thin compared with the arms.

The slope of the arm at the load is, from (5), $Pa^2/(2EI)=0.0073$. For a force applied on the mid-plane of the arm, geometric corrections are of the order of its square, $5\times10^{-5}$, and can be ignored. If the force acts through a tab or block at a distance $l$ outside the mid-plane, the rotation shortens the lever arm by $l$ times the slope, and $G$ falls by about $2\times0.0073\,l/a$, or 0.2 % for $l=3$ mm. The largest bending stress, $Pa(h/2)/I$, is 48 MPa; it must stay below the strength of the diced strips, which depends on the flaws along their edges.

The choice of modulus matters more than any of these. Using the [001] value of 130.4 GPa, which belongs to the thickness direction, would make the $G$ found from force and crack length 30 % too large. If $G$ is found from opening and crack length by (13), the same mistake makes it 23 % too small.

Residual stress in the film needs separate care. An equal biaxial stress $\sigma$ in a film of thickness $t$ stores the energy $\sigma^2t(1-\nu_f)/E_f$ per unit area. For a rough 50 MPa, with $\nu_f=0.25$, this is 0.19 J/m², or 5.4 % of $G$. It is an upper bound on what the film could release from its own store, not an estimate: a film that stays attached to a thick arm keeps nearly all of it. Its tension does bend that arm slightly, with a moment $\sigma tb\,h/2=4.8\times10^{-5}$ N m. This opposes the applied moment $Pa=0.024$ N m on one of the two arms. Since each arm contributes half of $G$ in proportion to the square of its moment, $G$ falls by about 0.2 %. A tensile stress left in the epoxy after curing acts in the same way and can be the larger term: a rough 30 MPa in 2 µm is 2.4 times the film's force per unit width.

### Comparison with real specimens

The arm height is that of a standard 300 mm wafer, and a fracture energy of a few J/m² is the rough range of organosilicate low-k films; porous films can lie lower. None of the chosen values is meant to be unusual. The assumption of a rigid clamp is broken in every such specimen, and here it raises the $G$ found from force and crack length by 5 %. The $G$ found from opening and crack length moves the other way: it varies nearly as $(a+\chi h)^{-4}$ and lies 9 to 10 % below (13). Two further effects leave the elastic formula intact but change what a measured $G_c$ means. Plastic flow in the epoxy or in nearby metal layers absorbs energy that is then counted as fracture energy. Moisture can let a crack in a silica-based film grow slowly at a $G$ below the value needed for fast fracture, so the result depends on humidity and crack speed. The elastic model does not predict the size of either effect.

For a specimen within the elastic regime, (3) gives the leading value and (16) the version to use when an error of several per cent matters. The result is also sensitive to the measured dimensions: at fixed force and crack length, a 1 % error in $h$ changes the inferred $G$ by about 3 %, because bending stiffness grows as $h^3$. The numerical output below lists the values for this example.

## Computed values

```
Silicon c11, c12, c44 (rough): 166, 64, 80 GPa
Modulus E along [110]: 169.7 GPa
Modulus along [001]: 130.4 GPa
Poisson ratio, width direction: 0.0606
Arm height h: 0.775 mm
Width b: 5.0 mm
Crack length a: 20.0 mm
Slenderness a/h: 25.8
Force P: 1.20 N
Second moment I: 0.1940 mm^4
Opening at load line: 194.4 um
Compliance C: 162.0 um/N
Strain energy, both arms: 116.7 uJ
G from beam formula: 3.500 J/m^2
G converted: 21.8 eV/nm^2
G from dead-load energy difference: 3.500 J/m^2
Doubled opening: 388.9 um
Crack length after doubling: 28.28 mm
Force after doubling: 0.849 N
Isotropic FE slope, plane stress: 1.0000 (beam: 1)
Isotropic FE slope^2, plane strain: 0.9100
1 - nu^2 for nu = 0.30: 0.9100
Silicon FE slope, plane stress: 1.0000 (beam: 1)
FE G / beam G at a/h = 2: 1.746
FE G / beam G at a/h = 12: 1.110
FE G / beam G at a/h = 24: 1.054
Root correction chi, silicon: 0.642
Estimated mesh error of chi: 0.014
G with root correction: 3.676 J/m^2
Root correction to G: +5.03 %
Plane strain instead of stress: -0.47 %
Film: 0.5 um, 5 GPa (rough)
Epoxy: 2.0 um, 3 GPa (rough)
chi with film and epoxy springs: 0.696
Film and epoxy effect on G: +0.42 %
Error if [001] modulus is used: +30.2 %
Slope of arm at load: 0.00729 rad
Slope squared: 5.3e-05
Largest bending stress: 48.0 MPa
Film residual stress (rough): 50 MPa
Film Poisson ratio (rough): 0.25
Residual energy, upper bound: 0.188 J/m^2
Residual bound relative to G: 5.4 %
```
